# Hartree-Fock energy and double counting in the Galitskii-Migdal formula, part 1

(Sections cited here and not found follow in the second part.)

**Question: Hartree-Fock Green's function in the Galitskii-Migdal formula, and where the factor one half comes from**

An exercise gives me the Galitskii-Migdal formula for the ground-state energy of interacting electrons, in atomic units,

$$E=\frac12\int_{-\infty}^{\infty}\frac{d\omega}{2\pi i}\,e^{i\omega 0^+}\,\mathrm{Tr}\big[(\omega+h)\,G(\omega)\big],$$

and tells me to insert the Hartree-Fock Green's function, show that $E=\tfrac12\sum_i (e_i+h_{ii})$ over the occupied orbitals, and "explain the double-counting correction". I am stuck on four points.

1. $G(\omega)$ falls off as $1/\omega$, so $\omega G(\omega)$ tends to a constant. How does the integral converge?
2. The Hartree-Fock $G$ is the Green's function of independent electrons with orbital energies $e_k$. Independent electrons have energy $\sum_i e_i$. Why does the formula give something else, and is $h$ the bare one-electron operator or the Fock operator?
3. What is counted twice, and where?
4. The formula is derived for the exact $G$. Why should an approximate $G$ give the Hartree-Fock energy and not just some number?

A numerical case would help.

**Answer**

All four points depend on how the formula is built, so the derivation starts from the Hamiltonian.

### Conventions

Hartree atomic units are used, with $\hbar=1$. The nuclei are fixed. The functions $\chi_p(x)$ form a finite orthonormal set of spin orbitals, where $x$ stands for position and spin, and $\{a_p,a_q^\dagger\}=\delta_{pq}$, $\{a_p,a_q\}=0$. The electronic Hamiltonian is

$$H=\hat h+\hat V,\qquad \hat h=\sum_{pq}h_{pq}\,a_p^\dagger a_q,\qquad \hat V=\frac12\sum_{pqrs}\langle pq|rs\rangle\,a_p^\dagger a_q^\dagger a_s a_r .$$

The matrix $h$ holds kinetic energy and attraction to the nuclei, and

$$\langle pq|rs\rangle=\int dx_1dx_2\,\chi_p^*(x_1)\chi_q^*(x_2)\,\frac{1}{r_{12}}\,\chi_r(x_1)\chi_s(x_2).$$

Exchanging the integration variables $x_1$ and $x_2$ gives $\langle pq|rs\rangle=\langle qp|sr\rangle$. The antisymmetrized integral is $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. It inherits the symmetry $\langle pq\|rs\rangle=\langle qp\|sr\rangle$, and it vanishes for $r=s$. For an $N$-electron state the density matrix and the time-ordered Green's function are

$$\gamma_{pq}=\langle a_q^\dagger a_p\rangle,\qquad G_{pq}(t,t')=-i\,\langle T\,a_p(t)\,a_q^\dagger(t')\rangle .$$

The symbol $T$ puts the later operator on the left, with a minus sign when two fermion operators change places.

### The operator identity behind the formula

For any operators, $[A,BC]=\{A,B\}C-B\{A,C\}$, as expanding both sides shows. With $A=a_p$ this gives

$$[a_p,a_m^\dagger a_q]=\delta_{pm}a_q,\qquad [a_p,a_m^\dagger a_q^\dagger]=\delta_{pm}a_q^\dagger-\delta_{pq}a_m^\dagger,\qquad [a_p,a_sa_r]=0 .$$

The first relation gives $[a_p,\hat h]=\sum_q h_{pq}a_q$. For $\hat V$, call the first summation index $m$. Because $a_p$ commutes with the pair $a_sa_r$, only the creators contribute:

$$[a_p,\hat V]=\frac12\sum_{qrs}\langle pq|rs\rangle\,a_q^\dagger a_sa_r-\frac12\sum_{mrs}\langle mp|rs\rangle\,a_m^\dagger a_sa_r .$$

In the second sum use $\langle mp|rs\rangle=\langle pm|sr\rangle$ and $a_sa_r=-a_ra_s$. It becomes $+\frac12\sum\langle pm|sr\rangle\,a_m^\dagger a_ra_s$. Renaming $m\to q$ and $r\leftrightarrow s$ turns this into the first sum, so the two halves add:

$$[a_p,H]=\sum_q h_{pq}a_q+\sum_{qrs}\langle pq|rs\rangle\,a_q^\dagger a_sa_r. \tag{1}$$

Multiply from the left by $a_p^\dagger$ and sum over $p$. The first term rebuilds $\hat h$. The second rebuilds $\hat V$ without its factor $\frac12$:

$$\sum_p a_p^\dagger[a_p,H]=\hat h+2\hat V. \tag{2}$$

The 2 appears because $\hat V$ contains two creation operators and $a_p$ can meet either one. Equation (2) is exact and involves no mean field. Adding $\hat h$ once more and halving gives

$$H=\frac12\Big[\sum_p a_p^\dagger[a_p,H]+\hat h\Big]. \tag{3}$$

The added operator has to be the bare $\hat h$, since its purpose is to bring the one-body part up to the weight 2 that the interaction already has.

Two limits of validity are visible here. A constant in $H$, such as the nuclear repulsion, commutes with $a_p$ and drops out, so it must be added by hand. A three-body term $\hat W$ with three creators would enter (2) as $3\hat W$ by the same counting, and the right side of (3) would exceed $H$ by $\frac12\hat W$. The formula is for two-body forces.

### From the identity to the Green's function

With $a_p(t)=e^{iHt}a_pe^{-iHt}$, differentiation gives $\partial_ta_p=i[H,a_p]$, so $i\partial_ta_p=[a_p,H]$. For $t'>t$ the time ordering gives $T\,a_p(t)a_q^\dagger(t')=-a_q^\dagger(t')a_p(t)$, and therefore

$$-iG_{pq}(t,t')=\langle a_q^\dagger(t')\,a_p(t)\rangle\qquad(t'>t).$$

As $t'\to t^+$ this tends to $\gamma_{pq}$. Acting first with $i\partial_t$ and then taking the limit gives $\langle a_q^\dagger[a_p,H]\rangle$. The expectation value of (3) is then

$$E=-\frac i2\lim_{t'\to t^+}\sum_{pq}\big(\delta_{pq}\,i\partial_t+h_{pq}\big)\,G_{qp}(t,t'). \tag{4}$$

The index order is right because $-iG_{qp}\to\langle a_p^\dagger a_q\rangle$, which is what $h_{pq}$ multiplies in $\hat h$.

Let the state be the ground state $\Psi_0$ with energy $E_0^N$. Insert the eigenstates $|n\rangle$ of the $(N-1)$-electron problem between the two operators. Then $\langle n|a_p(t)|\Psi_0\rangle=f_{np}\,e^{i(E_n^{N-1}-E_0^N)t}$ with $f_{np}=\langle n|a_p|\Psi_0\rangle$, and the other factor is the complex conjugate taken at $t'$. With $\tau=t-t'$ and $\varepsilon_n=E_0^N-E_n^{N-1}$,

$$-iG_{pq}(\tau)=\sum_n f_{np}f_{nq}^*\,e^{-i\varepsilon_n\tau}\qquad(\tau<0). \tag{5}$$

Since $i\partial_t e^{-i\varepsilon\tau}=\varepsilon\,e^{-i\varepsilon\tau}$, equation (4) becomes

$$E=\frac12\sum_n\sum_{pq}\big(\varepsilon_n\delta_{pq}+h_{pq}\big)f_{np}^*f_{nq}. \tag{6}$$

The first term is the sum of all removal energies, each weighted by its strength $\sum_p|f_{np}|^2$. It is called the first removal moment below, and by (2) it equals $\langle\hat h\rangle+2\langle\hat V\rangle$.

### The frequency integral (your point 1)

Define $G(\omega)=\int d\tau\,e^{i\omega\tau}e^{-\eta|\tau|}G(\tau)$ with a small $\eta>0$ that makes the integral exist. One term of (5) contributes

$$i\int_{-\infty}^0d\tau\,e^{i(\omega-\varepsilon)\tau+\eta\tau}=\frac{i}{i(\omega-\varepsilon)+\eta}=\frac{1}{\omega-\varepsilon-i\eta},$$

which has its pole above the real axis. For $\tau>0$ one has $G_{pq}=-i\langle a_p(t)a_q^\dagger(t')\rangle$, the inserted states have $N+1$ electrons, and a term $e^{-i\varepsilon\tau}$ with $\varepsilon=E_m^{N+1}-E_0^N$ contributes

$$-i\int_0^\infty d\tau\,e^{i(\omega-\varepsilon)\tau-\eta\tau}=\frac{i}{i(\omega-\varepsilon)-\eta}=\frac{1}{\omega-\varepsilon+i\eta},$$

with its pole below the axis. The inverse transform is $G(\tau)=\int\frac{d\omega}{2\pi}e^{-i\omega\tau}G(\omega)$, on which $i\partial_t$ acts as multiplication by $\omega$. Put $\tau=-s$ with $s>0$, and note that $-i/(2\pi)=1/(2\pi i)$. Equation (4) turns into

$$E=\frac12\lim_{s\to0^+}\int\frac{d\omega}{2\pi i}\,e^{i\omega s}\,\mathrm{Tr}\big[(\omega+h)G(\omega)\big],$$

which is your formula. The symbol $0^+$ means that the integral is done at finite $s$ and the limit comes afterwards.

Your worry is justified: the integral does not converge as an ordinary integral. For one pole at $z_0=\varepsilon\pm i\eta$, write

$$\frac{\omega}{\omega-z_0}=1+\frac{z_0}{\omega-z_0}.$$

The constant gives $\int\frac{d\omega}{2\pi i}e^{i\omega s}=-i\,\delta(s)$, a distribution that is zero for every $s>0$. Its origin is the jump of $G$ at equal times, $G_{pq}(0^+)-G_{pq}(0^-)=-i\langle a_pa_q^\dagger+a_q^\dagger a_p\rangle=-i\delta_{pq}$, whose time derivative is a delta function. Equation (4) differentiates on the side $t'>t$ and never touches the jump, so the term is absent.

The remaining term falls as $1/\omega$, and $e^{i\omega s}$ decays in the upper half plane. By Jordan's lemma the contour can be closed there by a large semicircle at no cost, counterclockwise. A removal pole lies inside and gives $z_0e^{iz_0s}\to\varepsilon$ as $s$ and $\eta$ go to zero. An addition pole lies outside and gives nothing. The term with $h$ works in the same way with residue 1, and (6) is recovered. When a gap separates removal from addition energies, the same residues are collected at $\eta=0$ by a finite loop $\mathcal C$, run counterclockwise around the removal poles and enclosing no addition pole,

$$E=\frac12\oint_{\mathcal C}\frac{dz}{2\pi i}\,\mathrm{Tr}\big[(z+h)G(z)\big]. \tag{7}$$

On a closed loop the constant integrates to zero directly.

### The Hartree-Fock Green's function

Hartree-Fock replaces the three-operator product in (1) by terms with one operator, pairing the creator with either annihilator:

$$a_q^\dagger a_sa_r\;\to\;\langle a_q^\dagger a_s\rangle a_r-\langle a_q^\dagger a_r\rangle a_s=\gamma_{sq}a_r-\gamma_{rq}a_s .$$

The minus sign comes from writing $a_sa_r=-a_ra_s$ to bring $a_r$ next to $a_q^\dagger$. Renaming $r\leftrightarrow s$ in the second term, the equation of motion becomes $i\partial_ta_p=\sum_rF_{pr}a_r$ with

$$F=h+\Sigma[\gamma],\qquad \Sigma_{pr}[\gamma]=\sum_{qs}\langle pq\|rs\rangle\,\gamma_{sq}. \tag{8}$$

$F$ is the Fock matrix and $\Sigma$ the Hartree-Fock self-energy, which is linear in $\gamma$ and independent of frequency. This motion is generated by the one-body operator $\hat F=\sum F_{pq}a_p^\dagger a_q$, because $[a_p,\hat F]=\sum_rF_{pr}a_r$.

Let $FC_k=e_kC_k$ with orthonormal columns $C_k$, and define $c_k^\dagger=\sum_pC_{pk}a_p^\dagger$, so that $a_p=\sum_kC_{pk}c_k$ and $\hat F=\sum_ke_kc_k^\dagger c_k$. Assume a gap between the $N$-th and $(N+1)$-th eigenvalue. The ground state of $\hat F$ is then the single determinant $\Phi=c_1^\dagger\cdots c_N^\dagger|0\rangle$. Indices $i,j$ label occupied spin orbitals and $a$ empty ones. Self-consistency means that the $\gamma$ in (8) is the density matrix of this $\Phi$:

$$\gamma_{pq}=\sum_{kl}C_{pk}C_{ql}^*\langle\Phi|c_l^\dagger c_k|\Phi\rangle=\sum_iC_{pi}C_{qi}^* .$$

From $[c_k,\hat F]=e_kc_k$ follows $c_k(t)=e^{-ie_kt}c_k$, so that

$$-iG^{\rm HF}_{pq}(\tau<0)=\sum_iC_{pi}C_{qi}^*\,e^{-ie_i\tau},\qquad iG^{\rm HF}_{pq}(\tau>0)=\sum_aC_{pa}C_{qa}^*\,e^{-ie_a\tau}.$$

The two transforms of the previous section give

$$G^{\rm HF}(\omega)=\sum_i\frac{C_iC_i^\dagger}{\omega-e_i-i\eta}+\sum_a\frac{C_aC_a^\dagger}{\omega-e_a+i\eta}. \tag{9}$$

At $\eta=0$ and complex $z$ this is the spectral form of $(z-F)^{-1}$.

### Inserting it

Equation (9) has the form of the exact function with $\varepsilon_n\to e_i$ and $f_{np}\to C_{pi}$. The trace of each term follows from $\mathrm{Tr}[C_kC_k^\dagger]=C_k^\dagger C_k=1$ and $\mathrm{Tr}[hC_kC_k^\dagger]=C_k^\dagger hC_k\equiv h_{kk}$:

$$\mathrm{Tr}\big[(z+h)G^{\rm HF}(z)\big]=\sum_k\frac{z+h_{kk}}{z-e_k}.$$

The loop in (7) encloses the occupied $e_i$ only, and the residue at each is $e_i+h_{ii}$. Hence

$$E_{\rm GM}=\frac12\sum_{i\,\in\,\rm occ}\big(e_i+h_{ii}\big). \tag{10}$$

The sum runs over spin orbitals. In a closed shell each spatial orbital occurs with both spins and the same $e$ and $h$, so the factor 2 cancels the $\frac12$ and $E_{\rm GM}=\sum(e_i+h_{ii})$ over the doubly occupied spatial orbitals.

### Why this is the Hartree-Fock energy (points 2 and 4)

So far (10) is the value of a formula. The Hartree-Fock energy is defined as $\langle\Phi|H|\Phi\rangle$, and the equality of the two has to be shown, because $G^{\rm HF}$ evolves with $\hat F$ while (4) was derived for evolution with $H$.

Substituting $a_p=\sum_kC_{pk}c_k$ in $H$ reproduces the same form with integrals over the orbitals $\sum_p\chi_pC_{pk}$. In that basis $\langle\Phi|c_k^\dagger c_l|\Phi\rangle$ is 1 for $k=l$ occupied and 0 otherwise, so $\langle\hat h\rangle=\sum_ih_{ii}$. In $\langle\Phi|c_k^\dagger c_l^\dagger c_jc_i|\Phi\rangle$ the annihilators must remove two different occupied orbitals $i\ne j$, and the creators must restore the same two. For $k=i$, $l=j$ the pair $c_j^\dagger c_j$ commutes with $c_i$, the product is $\hat n_i\hat n_j$, and the value is $+1$. For $k=j$, $l=i$ one exchange of creators gives $-1$. With $\langle ji|ij\rangle=\langle ij|ji\rangle$,

$$\langle\hat V\rangle=\frac12\sum_{i\neq j}\big(\langle ij|ij\rangle-\langle ij|ji\rangle\big)=\frac12\sum_{ij}\langle ij\|ij\rangle. \tag{11}$$

The restriction $i\ne j$ can be dropped because $\langle ii\|ii\rangle=0$.

Now the orbital energy. Insert the self-consistent $\gamma_{sq}=\sum_jC_{sj}C_{qj}^*$ in (8) and take $e_i=C_i^\dagger FC_i$. The four coefficients $C_{pi}^*C_{qj}^*C_{ri}C_{sj}$ transform the integral to the orbital basis:

$$e_i=h_{ii}+\sum_j\langle ij\|ij\rangle. \tag{12}$$

Summing over $i$ and comparing with (11),

$$\sum_ie_i=\langle\hat h\rangle+2\langle\hat V\rangle. \tag{13}$$

Then (10) gives $E_{\rm GM}=\frac12\big[\langle\hat h\rangle+2\langle\hat V\rangle+\langle\hat h\rangle\big]$, that is

$$E_{\rm GM}=\langle\hat h\rangle+\langle\hat V\rangle=\langle\Phi|H|\Phi\rangle=\sum_ie_i-\langle\hat V\rangle. \tag{14}$$

This answers point 4. The formula uses only two properties of $G$: its value and the trace of its first time derivative at $t'=t^+$. The value is $\gamma$, which $G^{\rm HF}$ gives correctly for $\Phi$. The derivative under the true $H$ would be $\langle\Phi|\hat h+2\hat V|\Phi\rangle$ by (2). The derivative under $\hat F$ is $\sum_ie_i$. Equation (13) says that the two coincide. At finite times the two evolutions differ, but the formula does not look there.

It also answers point 2. If (3) is applied to the Hamiltonian $\hat F$ itself, there is no two-body term, the one-body matrix is $F$, and the result is $\frac12\sum_i(e_i+e_i)=\sum_ie_i$. That is the eigenvalue of $\hat F$, the energy of fictitious independent particles in a fixed external potential $\Sigma$. The electrons produce $\Sigma$ themselves, and $\langle\hat F\rangle=\langle\hat h\rangle+2\langle\hat V\rangle$ is not $\langle H\rangle$. The operator $\hat F-\langle\hat V\rangle$ has the right expectation value and the same Green's function, since a constant commutes with $a_p$. So $G^{\rm HF}$ alone cannot fix the total energy. The missing information is how much of $F$ is bare and how much is interaction, and the formula receives it through $h$.

The Galitskii-Migdal formula with the self-consistent Hartree-Fock Green's function and the bare $h$ has been shown to give $\tfrac12\sum_i(e_i+h_{ii})$, which equals the Hartree-Fock energy $\langle\Phi|H|\Phi\rangle$. It remains to say what is counted twice and where, to work through a numerical case, and to see what happens without self-consistency.
